Kane exponent for band-to-band hole supply in hot-hole erase

## Part 1. From the imaginary wavevector to the tunnelling probability

### Definitions and conventions

A semiconductor has a direct gap Eg and the same band-edge mass m in its conduction and valence bands. The symbol q is the positive elementary charge, and F is the magnitude of a uniform electric field. The x axis points along the force on an electron, which has magnitude qF. The wavevector along x is k, and the wavevector at right angles to x has magnitude k⊥. For two equal masses the reduced mass is

m_r = m·m/(m + m) = m/2.

Energy E is measured from the local middle of the gap. The band edges are then at E = −Eg/2 and E = +Eg/2 everywhere, although both edges are tilted in space. The electron's potential energy is −qFx. If W is its conserved total energy, its energy relative to the local midgap is

E = W + qFx, so that dE = qF dx.

An electron moving towards larger x therefore leaves the valence band at negative E and arrives in the conduction band at positive E. The hole is left where the path begins and the electron appears where it ends.

In numerical work lengths are in nm and energies in eV. A field of 1 MV/cm exerts a force of 0.1 eV/nm.

### The two-band model

Near the gap the slowly varying part of the wavefunction is taken to obey the four-component Hamiltonian

H = ħv(k αx + k⊥ αy) + (Eg/2)β.

The y axis has been laid along the transverse wavevector, which loses nothing because the model is isotropic. The constant v is the interband velocity. Each of the matrices αx, αy and β has square one, and any two of them anticommute. Four components give two bands, each with two spin states.

In the square of H the cross terms cancel in pairs, because the matrices anticommute. What remains is

E² = (Eg/2)² + (ħv)²(k² + k⊥²).

For k⊥ = 0 and small k, the positive root expands as

E = (Eg/2)√(1 + 4ħ²v²k²/Eg²) ≈ Eg/2 + ħ²v²k²/Eg.

The edge mass is defined by E ≈ Eg/2 + ħ²k²/(2m). Equating the two quadratic terms gives

v² = Eg/(2m).

The negative root is the mirror image, so the valence band has the same mass. This symmetry is an assumption about the material. The results below are derived for equal masses; writing them with m_r does not extend the derivation to unequal ones.

### The wavevector inside the gap

The part of H that does not contain k is

M = ħv k⊥ αy + (Eg/2)β.

Its square is a², where

a² = (Eg/2)² + (ħv k⊥)².

Transverse motion thus acts as an enlarged half-gap a. In position space k becomes −i∂/∂x, and the wave equation at local energy E is

−iħv αx ∂ψ/∂x = (E − M)ψ.

Multiplication from the left by αx, followed by division by −iħv, gives

∂ψ/∂x = Kψ, K = (i/ħv) αx(E − M).

Since αx anticommutes with M, αx(E − M)αx = E + M. The square of K is therefore

K² = −(E + M)(E − M)/(ħv)² = (a² − E²)/(ħv)².

For |E| < a this is a positive number. Solutions then grow or decay as exp(±κx), with

κ(E) = √(a² − E²)/(ħv).

The same result follows from setting k = iκ in the dispersion relation. At k⊥ = 0 the decay constant vanishes at both band edges and has its largest value at midgap:

κ0 = Eg/(2ħv).

The decaying wave changes continuously from valence-like to conduction-like as it crosses the gap. This is why κ falls again in the upper half. A model that knows only the conduction band would let κ keep growing with distance below that band.

### Integration across the biased gap

In the field, E and hence K vary with x. If K changes slowly over a distance 1/κ, the wave follows the decaying eigenvector of K, and its amplitude is reduced by exp(−∫κ dx). The probability, being the square of the amplitude, is reduced by exp(−S), with

S = 2∫κ dx.

At midgap the eigenvectors of K depend on the ratio E/a, which changes at the rate qF/a per unit length. Over a distance 1/κ = ħv/a it changes by qFħv/a². The argument requires this number to be small. Near the ends of the path κ tends to zero and the argument fails locally, so it supplies the exponent but leaves the prefactor open. The prefactor is obtained separately below.

The uniform field allows dx to be replaced by dE/(qF). The limits are the energies at which κ vanishes:

S = [2/(qFħv)] ∫ √(a² − E²) dE, from E = −a to E = +a.

To evaluate the integral, put E = a sin θ. Then dE = a cos θ dθ, the square root equals a cos θ, and θ runs from −π/2 to π/2:

∫ √(a² − E²) dE = a² ∫ cos²θ dθ = πa²/2.

The last step uses the average value 1/2 of cos²θ over this range of length π. The integral is the area of a half disc of radius a. Hence

S = πa²/(ħv qF).

The small number required above is therefore π/S, so the slow-variation argument is good when S is much larger than π.

For k⊥ = 0, a = Eg/2 and

S0 = πEg²/(4ħv qF).

Inserting v = √(Eg/(2m)) changes Eg² into Eg^(3/2) and brings √(2m) into the numerator:

S0 = π√(2m) Eg^(3/2)/(4ħqF).

Finally, m = 2m_r gives √(2m) = 2√m_r, and

S0 = π√m_r Eg^(3/2)/(2ħqF).

This is the Kane exponent. It is often convenient to write S0 = F_K/F, where F_K is a constant with the dimension of a field.

Two scaling rules can be read from these forms. If the gap changes while m is held fixed, S0 varies as Eg^(3/2). If v is held fixed, m changes in proportion to Eg and S0 varies as Eg². A temperature correction must therefore state which quantity is held. In both cases S0 tends to zero as the gap closes, and the probability at k⊥ = 0 tends to one.

### Effect of transverse motion

Substitution of a² into S gives

S = S0 + βₜk⊥², βₜ = πħv/(qF).

No expansion was made: within this model the dependence on k⊥ is purely quadratic. To express βₜ through S0, divide it by S0 = πEg²/(4ħv qF):

βₜ/S0 = 4(ħv)²/Eg² = 2ħ²/(mEg).

The last equality uses v² = Eg/(2m). Transverse motion lengthens the path to 2a/(qF) and raises κ along it, so electrons with small k⊥ dominate the transfer.

### The prefactor in an unbounded field

The tunnelling event can also be followed in time. The Hamiltonian with the field is H(−i∂/∂x) − qFx. Write the wavefunction as exp(iqFtx/ħ) times a new function. The time derivative of the phase cancels −qFx, and the space derivative adds qFt/ħ to the wavevector. A state of initial wavevector k₀ thus moves according to

k(t) = k₀ + qFt/ħ.

Choose t = 0 when k = 0. Then H = αt αx + M, with α = v qF. Let u be a vector with αx u = u. Because M anticommutes with αx, the vector Mu/a belongs to the eigenvalue −1 of αx. These two vectors are mapped into each other by M, so the four-component problem splits into two identical pairs, one per spin. With amplitudes A and B in such a pair,

iħ dA/dt = αt A + aB,
iħ dB/dt = aA − αt B.

In the distant past the lower state is A, with energy αt < 0. In the distant future A is the upper state. The tunnelling probability P is therefore the fraction of |A|² that survives.

Differentiate the first equation, use the second for dB/dt, and use the first again to eliminate B. The terms in dA/dt cancel, leaving

d²A/dt² + [(a² + α²t²)/ħ² + iα/ħ]A = 0.

Now set A = exp(−iαt²/(2ħ)) f, and measure time by τ = t√(2α/ħ). The terms α²t²/ħ² and iα/ħ cancel, so

f″ − iτf′ + νf = 0, ν = a²/(2ħα).

A solution is

f(τ) = ∫ s^(iν) (∂φ/∂s) ds, φ = exp(−is²/2 + isτ),

taken from s = 0 to infinity along the ray s = r exp(−iπ/4), where exp(−is²/2) becomes exp(−r²/2). To verify it, differentiate with respect to τ and integrate by parts:

f′ = ν ∫ s^(iν) φ ds, f″ = iν ∫ s^(iν+1) φ ds.

Since ∂φ/∂s = i(τ − s)φ, the definition of f gives νf = iτf′ − f″, which is the required equation.

For τ → −∞, put s = y/|τ|. The quadratic term in φ disappears, and f tends to |τ|^(−iν) ∫ y^(iν) (d/dy)exp(−iy) dy. Rotating the path to y = −iw, with w positive, makes the exponential exp(−w) and gives y^(iν) = exp(πν/2) w^(iν). Hence

|f(−∞)| = exp(πν/2) |Γ(1 + iν)|,

where Γ(1 + iν) = ∫ w^(iν) exp(−w) dw from zero to infinity. In the same limit f′ falls as 1/|τ|. The first amplitude equation makes B proportional to f′, so B vanishes in the distant past, as the initial condition requires.

For τ → +∞, deform the path without crossing s = 0. First go from 0 to iτ along the imaginary axis, then follow the straight line s = τ + ρ exp(−iπ/4) to infinity. On that line φ = exp(iτ²/2 − ρ²/2), and ∂φ/∂s is odd in ρ. The factor s^(iν) is bounded and becomes constant over the range of ρ that matters, so this piece tends to zero. On the imaginary axis put s = ix/τ, with this x a dummy variable. Then s^(iν) has the factor exp(−πν/2), and φ tends to exp(−x). Therefore

|f(+∞)| = exp(−πν/2) |Γ(1 + iν)|.

The ratio of the two moduli is exp(−πν), and its square is

P = exp(−2πν) = exp(−πa²/(ħv qF)) = exp(−S).

The prefactor is one for every S in this two-band model, provided the field is uniform and unbounded. The result does not carry over by itself to a short junction or to a real band structure.

A direct time integration of the four-component equation at F = 1.5 MV/cm, Eg = 1.1 eV, m = 0.2 electron masses and k⊥ = 0 gave 9.768 × 10⁻⁷, against 9.757 × 10⁻⁷ from the formula. At 3 MV/cm and k⊥ = 0.5 nm⁻¹ the values were 2.980 × 10⁻⁴ from both. The test required agreement within one per cent of the formula. It would have exposed a prefactor such as π²/9, which is about ten per cent above one.

## Part 2. Hole supply, worked example and use in a device

### Symbols and results carried over

The gap is Eg, both edge masses are m, the interband velocity is v = √(Eg/(2m)), and the electron force is qF. Energy E is measured from local midgap, and dE = qF dx along the path. The transverse wavevector is k⊥. The results needed here are

κ(E) = √((Eg/2)² − E²)/(ħv) at k⊥ = 0,

P = exp(−S0 − βₜk⊥²),

S0 = πEg²/(4ħv qF) = π√m_r Eg^(3/2)/(2ħqF),

βₜ = πħv/(qF) = 2ħ²S0/(mEg),

with m_r = m/2. The midgap decay constant is κ0 = Eg/(2ħv).

### Rate of hole generation

Consider a full valence band and an empty conduction band. For one spin and one transverse state, there are dk/(2π) states per unit length in the interval dk. The field moves them at the rate dk/dt = qF/ħ. Hence qF/(2πħ) electrons per unit length and time reach k = 0, where each has probability P of changing band. Two spins and all transverse states give the volume rate

G = 2[qF/(2πħ)] ∫ P d²k⊥/(2π)².

The two-dimensional Gaussian integral is ∫exp(−βₜk⊥²)d²k⊥ = π/βₜ. Thus

G = [qF/(πħ)] exp(−S0)/(4πβₜ).

Substituting βₜ = πħv/(qF) gives

G = (qF)² exp(−S0)/(4π³ħ²v).

Since 1/v = √(2m/Eg), this is also

G = q²F²√m exp(−S0)/(2√2 π³ħ²√Eg).

Each event makes one hole, so G is the hole supply per volume and time. One factor F comes from the arrival rate, the other from the widening of the transverse distribution. The formula assumes that successive crossings do not interfere and that tunnelling does not noticeably empty the valence band. It also needs a vacant conduction state at the end of every path.

The Gaussian weight makes the mean of k⊥² equal to 1/βₜ. With the band-edge kinetic energy, the mean transverse energy is

ħ²/(2mβₜ) = Eg/(4S0).

### Sensitivity to field

At fixed gap and mass, S0 varies as 1/F. Taking the logarithm of G and differentiating gives

d ln G/d ln F = 2 + S0.

The tangent estimate for a tenfold change is therefore

ΔF ≈ F ln 10/(2 + S0).

Because d ln G/dF = (2 + S0)/F decreases with F, a full decade upward needs more than ΔF and a full decade downward needs less.

The erase current contains further factors. If η is the fraction of generated holes that reach the storage layer, the injected rate is ηG and

d ln(ηG)/d ln F = 2 + S0 + d ln η/d ln F.

The supply rate G fixes the first two terms in this model: the 2 comes from its prefactor and S0 from the Kane exponent. The fraction η depends on the lateral field, on scattering and on the oxide barrier, none of which is calculated here. A voltage change that alters η cannot be interpreted from S0 alone.

### Worked example

The parameters are round, rough typical values for the gate-overlapped drain of a nitride-storage flash cell: Eg = 1.1 eV, m = 0.2 electron masses and F = 1.5 MV/cm. They give ħv = 0.4578 eV nm. The force is 0.15 eV/nm, and the path length is

1.1/0.15 = 7.33 nm.

The midgap decay constant is

κ0 = 0.55/0.4578 = 1.20 nm⁻¹.

The exponent is

S0 = π × 1.1²/(4 × 0.4578 × 0.15) = 13.84,

so the probability is 9.76 × 10⁻⁷ and F_K = 13.84 × 1.5 = 20.8 MV/cm. The eigenvalues of the matrix −iK are the imaginary wavevectors ±iκ; integrating the κ found numerically in this way gave the same exponent, 13.84. The slow-variation parameter π/S0 is 0.23, which is only moderately small. The unit prefactor rests on the solution in time, not on this parameter.

For the rate it is useful to define the time in which k moves from −κ0 to +κ0:

t_s = 2ħκ0/(qF) = 10.54 fs.

Eliminating one factor of ħ from G by means of t_s gives

G = qFκ0 exp(−S0)/(2π³ħv t_s).

In nm and seconds,

G = 0.15 × 1.2015 × 9.757 × 10⁻⁷/(62.01 × 0.4578 × 1.054 × 10⁻¹⁴)
≈ 5.9 × 10⁵ nm⁻³ s⁻¹.

This is 5.9 × 10²⁶ cm⁻³ s⁻¹. A numerical sum over transverse states, each with its own integrated exponent, gave the same rate. It also gave a mean transverse energy of 19.9 meV, in agreement with 1.1/(4 × 13.84) eV.

At 1.5 MV/cm the logarithmic slope is 15.84, and the tangent estimate for one decade is

1.5 × 2.303/15.84 = 0.218 MV/cm.

With gap and mass fixed, lowering the field to 1 MV/cm gives S0 = 20.76 and G = 2.6 × 10²³ cm⁻³ s⁻¹. Raising it to 2 MV/cm gives S0 = 10.38 and G = 3.3 × 10²⁸ cm⁻³ s⁻¹. The lower step changes the supply by a factor of about 2300, the upper one by about 57.

To turn the rate into a current, take a donor density of 3 × 10¹⁸ cm⁻³. If 1.5 MV/cm is the surface field and the generated holes are removed before they accumulate, a one-dimensional estimate gives a depletion width of 32.3 nm. This exceeds the 20 nm overlap length used below, so the field profile of a real drain edge would need a two-dimensional calculation. The field falls linearly to zero, so the band bending is the area under a triangle:

Vb = 0.5 × 0.15 × 32.3 = 2.42 eV.

Only starting energies in a window Vb − Eg have a conduction state at the end of the path. If the field were uniform, that window would correspond to a layer (2.425 − 1.1)/0.15 = 8.83 nm thick. For an overlap length of 20 nm and a gate width of 1 µm, the hole current is

I = qG × 8.83 × 20 × 1000 = 16.6 nA,

with lengths in nm. This uniform-field value overestimates the current of the depletion layer itself, for the following reason.

### Which field belongs in the exponent

When the field depends on position, the general exponent is

S = 2∫κ(E) dE/[qF(E)].

Let F_m be the field where the path crosses midgap, E = 0. A smooth variation can be expanded as

1/F(E) = (1/F_m)(1 + c₁E + c₂E² + …).

The decay constant is even in E, so the c₁ term integrates to zero between −Eg/2 and Eg/2. If the c₂ and higher terms are small, the Kane exponent therefore contains F_m and not the surface field.

In the depletion layer the remaining band bending varies as the square of the distance from its inner edge, while the field varies as that distance. The field thus varies as the square root of the bending. For a path starting at the surface, midgap is reached after a drop Eg/2:

F_m = 1.5 √((2.425 − 0.55)/2.425) = 1.32 MV/cm.

The Kane exponent at this field is 15.74. Direct integration through the parabolic potential gives 15.87. The mid-path value is 0.8 per cent below the integrated value, whereas the surface-field value 13.84 is 13 per cent below it. Relative to exp(−13.84), the falling field reduces the probability by a factor 0.131. Paths that start deeper have a smaller field at every E and hence larger exponents. The factor 1/0.131 ≈ 7.6 therefore describes only the path from the surface. For the current, exp(−S)/βₜ must be summed over all starting energies in the window, with S integrated along each path and βₜ = ħv∫dE/[qF(E)√((Eg/2)² − E²)]. With the same window of starting energies taken for every k⊥, this lowers the estimate from 16.6 nA to about 0.26 nA, a factor of about 64. Narrowing the window for each k⊥ to fit the enlarged gap 2a gives about 0.24 nA.

### Other effects of comparable size

The barrier shape matters. A one-band triangular barrier with the same edge mass has κ = √(2mε)/ħ, where ε runs from 0 to Eg. Its exponent is

(2/qF)∫√(2mε)dε/ħ = 4√(2m)Eg^(3/2)/(3ħqF).

Division by the Kane exponent gives 16/(3π) ≈ 1.70. The example would then have an exponent of 23.5 instead of 13.84. A mass fitted with one barrier shape should not be inserted into the other.

Holes at the surface are confined between the oxide and the sloping valence band. For a hard wall and a constant surface field, their envelope obeys

−(ħ²/2m)u″ + qFz u = εu, u(0) = 0,

where z is depth and ε is now the hole energy below the surface valence edge. With ℓ = (ħ²/(2mqF))^(1/3), the decaying solution is the Airy function Ai(z/ℓ − ε/(qFℓ)). Its first zero, at −2.338, gives ε = 2.338qFℓ = 0.380 eV. The parabolic mass is only approximate this far from the band edge, so this level and the exponent that follows from it are estimates. With the falling field and the two-band dispersion, a semiclassical quantisation puts the level near 0.35 eV, which would raise the factor given below from 0.018 to about 0.022. A path starting from this level has F_m = 1.18 MV/cm and S = 17.86. The probability factor relative to the uniform-field value is 0.018. This factor already includes the falling field and must not be multiplied by 0.131. The altered density of confined states is left out.

The mass is another source of error. At fixed gap and field, an edge mass 20 per cent larger raises S0 by a factor √1.2 and multiplies the probability by 0.27. Warming from 25 to 85 °C, with a rough gap reduction of 16.2 meV, multiplies the probability by 1.50 if v is held fixed. If m were held fixed, the factor would be 1.36, smaller because of the weaker power of Eg.

### Comparison with an actual cell

The named device normally has a silicon channel. The gap used here is close to silicon's, and a field of 1 to 2 MV/cm is a rough working range for a strongly biased gated drain. The direct-gap assumption, however, is broken: silicon's gap is indirect, so a phonon or another source of momentum must take part. Emission of a 60 meV phonon, represented crudely by adding that energy to Eg at fixed mass, multiplies the probability by 0.32. An assumed scattering time of 100 fs suggests a further factor t_s/100 fs ≈ 0.11. Together these give about 0.03, an order-of-magnitude guess and not a derived phonon-assisted rate. It is probably too large: a widely used empirical rate for silicon, 4 × 10¹⁴ F^2.5 exp(−1.9 × 10⁷/F) cm⁻³ s⁻¹ with F in V/cm, is only about 0.006 of the direct-gap G at 1.5 MV/cm. If it is combined with the factor 0.018 as though the two were independent, the probability for a path from the first confined level drops by roughly three orders of magnitude relative to the uniform-field value. The current drops further than this, because paths that start deeper contribute less. The calculated current is therefore a direct-gap reference value, not a prediction for a silicon cell.

Two competing processes can be sized for the same bias. An electron that tunnels from the surface valence edge has at most 2.42 − 1.10 = 1.32 eV left to gain in the depletion layer. This is below 1.5Eg = 1.65 eV, the ionization threshold for parabolic direct-gap bands of equal mass, so avalanche by that electron is not expected under that assumption. In an indirect material such as silicon the threshold can lie close to the gap itself, and the estimate does not exclude ionization there. Holes accelerated by the separate lateral field may still cause ionization; that contribution is not sized.

With relative permittivities 11.7 and 3.9, and no sheet charge at the interface, the oxide field is 1.5 × 11.7/3.9 = 4.5 MV/cm. A rough breakdown field is 10 MV/cm. For an electron barrier of 3.1 eV and an oxide thicker than 3.1/0.45 = 6.9 nm, the barrier is triangular. With an oxide mass of 0.5 electron masses its exponent is 58.6, so direct electron injection through such an oxide is negligible beside the calculated band-to-band probability. A thinner oxide gives a trapezoidal barrier with a smaller exponent, which must be calculated for the actual thickness. Trapped charge changes the local oxide field and requires a new estimate.

### Implementation

For a direct-gap region with nearly equal masses, the calculation can be arranged as follows.

1. Follow the potential from the starting point until the band bending reaches Eg. If it never does, set the rate to zero. A formula that uses only the local field would predict tunnelling even when no final state exists.

2. Find the field at the midgap crossing and use it in S0. If the field varies strongly along the path, integrate κ numerically instead.

3. At very low field, store and compare ln G instead of G, because G itself can fall below the range of ordinary floating-point numbers.

4. Place the hole at the start of the path and the electron at its end. In the uniform-field example these points are 7.33 nm apart; in the depletion layer, where the field falls, the path from the surface is 8.4 nm long.

5. Apply hole heating and oxide injection as separate factors.

For an indirect gap, replace the direct-gap rate by a phonon-assisted calculation, or calibrate its prefactor and F_K on the device. Phonon-assisted rates are usually written with F^2.5 in place of F², which also changes the slope from 2 + S0 to 2.5 + F_K/F. A calibrated F_K then absorbs errors in mass, field profile and confinement, and should be used only for similar profiles and temperatures. The main numerical values are listed in the output below.

Numbers as computed

```
gap = 1.10 eV
edge mass = 0.20, reduced mass = 0.10 electron masses
field = 1.50 MV/cm
hbar times interband velocity = 0.4578 eV nm
midgap decay constant = 1.2015 1/nm
tunnelling path length = 7.33 nm
exponent S0, closed form = 13.84016
exponent S0, integrated complex bands = 13.84016
Kane field S0*F = 20.76 MV/cm
probability exp(-S0) = 9.7565e-07
probability from time sweep = 9.7682e-07
side-momentum test: k = 0.50 1/nm, F = 3.00 MV/cm
  sweep = 2.9803e-04, formula = 2.9797e-04
transverse coefficient beta = 9.587 nm^2
mean transverse energy = 19.87 meV
hole supply, closed form = 5.8743e+26 cm^-3 s^-1
hole supply, summed states = 5.8743e+26 cm^-3 s^-1
d ln G / d ln F: numeric = 15.841, 2+S0 = 15.840
field change per decade = 0.218 MV/cm
F = 1.0 MV/cm: S0 = 20.76, G = 2.579e+23 cm^-3 s^-1
F = 1.5 MV/cm: S0 = 13.84, G = 5.874e+26 cm^-3 s^-1
F = 2.0 MV/cm: S0 = 10.38, G = 3.323e+28 cm^-3 s^-1
one-band triangular exponent = 23.50
donor density = 3.0e+18 cm^-3, depletion width = 32.3 nm
surface band bending = 2.425 eV
active layer = 8.83 nm, overlap length = 20 nm
uniform-field hole current = 16.62 nA per um width
Neglected effects (factors multiply exp(-S0) or the supply):
falling field: exponent = 15.87, factor = 0.131
  mid-path field = 1.319 MV/cm, Kane exponent there = 15.74
surface hole level = 0.380 eV below the surface edge
  exponent from that level = 17.86, factor = 0.0179
  mid-path field from that level = 1.178 MV/cm
edge mass 20 percent larger: factor = 0.267
25 to 85 C: gap drop = 16.2 meV, factor = 1.50
phonon emission of 60 meV: barrier factor = 0.317
  gap sweep time = 10.54 fs, scattering time = 100 fs
  crude phonon participation = 0.11
energy left to electron after tunnelling = 1.32 eV
  rough ionization threshold 1.5 Eg = 1.65 eV
oxide field = 4.50 MV/cm (rough breakdown 10 MV/cm)
oxide tunnelling exponent (3.1 eV, mass 0.5) = 58.6
```
